# Why the HSE exchange kernel is finite at zero wavevector

**Q.** Exact exchange uses the Coulomb interaction, whose Fourier transform $4\pi/q^2$ diverges at $q=0$. HSE removes this divergence by screening with an error function. Which one is meant?

**A.** The complementary one. In Hartree atomic units the interaction is split, at a fixed $\omega>0$, as

$$\frac1r=\frac{\operatorname{erfc}(\omega r)}{r}+\frac{\operatorname{erf}(\omega r)}{r}.$$

The first part is short-ranged, because $\operatorname{erfc}(\omega r)$ falls off like a Gaussian beyond $r\approx1/\omega$. The second part tends to $1/r$ at large distance. HSE06 assigns Fock exchange to the short-range part alone, with weight one quarter:

$$E_{xc}=\tfrac14E_x^{\rm Fock,SR}+\tfrac34E_x^{\rm PBE,SR}+E_x^{\rm PBE,LR}+E_c^{\rm PBE}.$$

If the erf part carried the Fock exchange, the divergence would stay, as its transform will show.

**Q.** Then derive the transform of the short-range part. I want the factors of $\pi$ traced.

**A.** The convention is

$$v(q)=\int d^3r\,e^{-i\mathbf q\cdot\mathbf r}v(r),\qquad v(r)=\int\frac{d^3q}{(2\pi)^3}\,e^{i\mathbf q\cdot\mathbf r}v(q).$$

First write the interaction as a superposition of Gaussians. With $s=rt$,

$$\frac{2}{\sqrt\pi}\int_\omega^\infty e^{-r^2t^2}dt=\frac1r\,\frac{2}{\sqrt\pi}\int_{\omega r}^\infty e^{-s^2}ds=\frac{\operatorname{erfc}(\omega r)}{r}.$$

Next transform one Gaussian. It factorizes into three Cartesian integrals, and completing the square in each gives

$$\int_{-\infty}^{\infty}e^{-t^2x^2-iq_xx}dx=\frac{\sqrt\pi}{t}\,e^{-q_x^2/4t^2}.$$

The product of the three is $(\pi^{3/2}/t^3)\,e^{-q^2/4t^2}$. Multiplying by $2/\sqrt\pi$ leaves the prefactor $2\pi/t^3$, so

$$v_{\rm SR}(q)=2\pi\int_\omega^\infty\frac{dt}{t^3}\,e^{-q^2/4t^2}.$$

Now set $u=1/t^2$. Then $du=-2\,dt/t^3$, and the limits $t=\omega,\infty$ become $u=1/\omega^2,0$. The minus sign reverses the limits:

$$v_{\rm SR}(q)=\pi\int_0^{1/\omega^2}e^{-q^2u/4}\,du .$$

For $q>0$ the integral is elementary:

$$v_{\rm SR}(q)=\frac{4\pi}{q^2}\left[1-e^{-q^2/4\omega^2}\right].$$

At $q=0$ the integrand is 1 and the integral is the length of the interval:

$$\boxed{v_{\rm SR}(0)=\frac{\pi}{\omega^2}}$$

**Q.** You exchanged the $r$ and $t$ integrals. And is the value at $q=0$ also the limit $q\to0$?

**A.** The exchange is allowed because the double integral converges absolutely. With the phase factor removed, the integrand is positive and its total is the finite number $\pi/\omega^2$.

For the limit, use $0\le1-e^{-x}\le x$ for $x\ge0$, with $x=q^2u/4$, inside the $u$ integral:

$$0\le\frac{\pi}{\omega^2}-v_{\rm SR}(q)\le\pi\int_0^{1/\omega^2}\frac{q^2u}{4}\,du=\frac{\pi q^2}{8\omega^4}.$$

The right side vanishes with $q$, so the kernel is continuous there. Expanding the exponential one order further shows that the bound is also the leading correction:

$$v_{\rm SR}(q)=\frac{\pi}{\omega^2}\left(1-\frac{q^2}{8\omega^2}+\dots\right).$$

**Q.** Can you get the same constant without Gaussians?

**A.** At $q=0$ the transform is the volume integral of the interaction, $4\pi\int_0^\infty r\operatorname{erfc}(\omega r)\,dr$. Integrate by parts, using $\frac{d}{dr}\operatorname{erfc}(\omega r)=-\frac{2\omega}{\sqrt\pi}e^{-\omega^2r^2}$. The boundary term $\frac{r^2}{2}\operatorname{erfc}(\omega r)$ vanishes at both ends, and

$$\int_0^\infty r\operatorname{erfc}(\omega r)\,dr=\frac{\omega}{\sqrt\pi}\int_0^\infty r^2e^{-\omega^2r^2}dr=\frac{\omega}{\sqrt\pi}\,\frac{\sqrt\pi}{4\omega^3}=\frac1{4\omega^2}.$$

Multiplication by $4\pi$ gives $\pi/\omega^2$. The limit is finite because the interaction has a finite volume integral; that of $1/r$ grows as the square of the radius.

HSE06 has $\omega=0.11$ bohr$^{-1}$, so $\pi/\omega^2=259.6$ hartree bohr$^3$, or 1.047 eV nm$^3$. The Fock weight reduces this to 64.9 hartree bohr$^3$. At $q=0.1$ bohr$^{-1}$, direct quadrature of the real-space definition gives 234.57 hartree bohr$^3$, and the closed form gives the same:

$$1256.64\,(1-e^{-0.20661})=234.57 .$$

The first factor is the bare kernel. At $q=2$ bohr$^{-1}$ the two kernels agree to the printed digits, at 3.1416 hartree bohr$^3$.

**Q.** Where did the divergence go?

**A.** Into the erf part. The transform of $1/r$ is defined as the limit $\mu\to0$ of that of $e^{-\mu r}/r$, which is $4\pi/(q^2+\mu^2)$. Subtracting the short-range part gives, for $q>0$,

$$v_{\rm LR}(q)=\frac{4\pi}{q^2}e^{-q^2/4\omega^2}=\frac{4\pi}{q^2}-\frac{\pi}{\omega^2}+O(q^2).$$

The whole pole sits here, and HSE gives this part no Fock exchange.

The order of limits matters. At fixed $q>0$, letting $\omega\to0$ restores $4\pi/q^2$. At $q=0$ the kernel is $\pi/\omega^2$, which grows without bound as $\omega\to0$. The kernel is finite at each fixed $\omega>0$, but not uniformly in $\omega$.

**Q.** Was the bare exchange energy infinite, then? Hartree–Fock calculations give finite numbers.

**A.** It was finite. In three dimensions the volume element tames the pole. A small sphere of radius $Q$ around $q=0$ contributes

$$\int_0^Q\frac{4\pi q^2dq}{(2\pi)^3}\,\frac{4\pi}{q^2}=\frac{2Q}{\pi}.$$

What diverges is one term of a discrete sum. Take $N_k$ k-points and cell volume $\Omega$, so that the orbitals are periodic over $V=N_k\Omega$ and normalized there. For an orbital $n\mathbf k$, the exchange with occupied orbitals of the same spin is

$$\varepsilon^x_{n\mathbf k}=-\sum_{m\mathbf k'}\iint\psi^*_{n\mathbf k}(\mathbf r)\psi_{m\mathbf k'}(\mathbf r)\,v(\mathbf r-\mathbf r')\,\psi^*_{m\mathbf k'}(\mathbf r')\psi_{n\mathbf k}(\mathbf r')\,d^3r\,d^3r'.$$

On a mesh, $v(\mathbf r-\mathbf r')$ is replaced by its sum over all periodic images of the volume $V$, which has the Fourier series $\frac1V\sum_{\mathbf Q}v(Q)e^{i\mathbf Q\cdot(\mathbf r-\mathbf r')}$. By Bloch's theorem $\psi^*_{m\mathbf k'}\psi_{n\mathbf k}$ is $e^{i(\mathbf k-\mathbf k')\cdot\mathbf r}$ times a lattice-periodic function, so only $\mathbf Q=\mathbf k-\mathbf k'+\mathbf G$ survives:

$$\varepsilon^x_{n\mathbf k}=-\frac1{N_k\Omega}\sum_{m\mathbf k'\mathbf G}|\rho(\mathbf Q)|^2v(Q),\qquad\rho(\mathbf Q)=\int\psi^*_{m\mathbf k'}\psi_{n\mathbf k}e^{-i\mathbf Q\cdot\mathbf r}d^3r .$$

The term $m\mathbf k'=n\mathbf k$, $\mathbf G=0$ has $\rho=1$ by normalization. With the bare kernel it is infinite. With the screened kernel it is $\pi/(\omega^2N_k\Omega)$, before the Fock weight.

**Q.** It shrinks as $1/N_k$. Why not drop it?

**A.** Because the complete sum, with this term kept, converges much faster than that. Dropping the term would leave an error that falls only as $1/N_k$. This can be shown for a flat band, built from a real orbital $w$ whose copies on different lattice sites do not overlap:

$$\psi_{\mathbf k}=N_k^{-1/2}\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}w(\mathbf r-\mathbf R).$$

With density $n=w^2$, the product of two such orbitals contains no cross terms:

$$\psi^*_{\mathbf k'}\psi_{\mathbf k}=\frac1{N_k}\sum_{\mathbf R}e^{i(\mathbf k-\mathbf k')\cdot\mathbf R}\,n(\mathbf r-\mathbf R).$$

In its transform at $\mathbf Q=\mathbf k-\mathbf k'+\mathbf G$ each site has phase $e^{i(\mathbf k-\mathbf k'-\mathbf Q)\cdot\mathbf R}=e^{-i\mathbf G\cdot\mathbf R}=1$. Hence $\rho(\mathbf Q)=n(\mathbf Q)$, and the magnitude of the exchange within the band is

$$K_N=\frac1V\sum_{\mathbf Q}|n(\mathbf Q)|^2v(Q),\qquad V=N^3\Omega,$$

for an $N\times N\times N$ mesh. The $\mathbf Q$ form the reciprocal lattice of a supercell with translations $\mathbf L$.

Let $J(\mathbf r)$ be the inverse transform of $|n|^2v$, which is the interaction of two copies of $n$ displaced by $\mathbf r$. The periodic function $\sum_{\mathbf L}J(\mathbf r+\mathbf L)$ has Fourier coefficients $|n(\mathbf Q)|^2v(Q)/V$. Evaluating its series at $\mathbf r=0$ gives

$$K_N=J(0)+\sum_{\mathbf L\ne0}J_{\rm SR}(\mathbf L).$$

$J(0)$ is the converged self-exchange. The mesh error is the short-range repulsion from the supercell images, which is $\operatorname{erfc}(\omega L)/L$ per image for point charges and larger for spherical, non-overlapping densities of finite size (a non-spherical density, such as that of a p orbital, can give less along some directions). This result holds only if the $\mathbf Q=0$ term is included. Dropping it adds an error $-\pi/(\omega^2V)$.

**Q.** And the bare kernel with its infinite term left out?

**A.** For a spherical density $n(Q)=1-Q^2\langle r^2\rangle/6+\dots$, so $|n|^2=1-Q^2\langle r^2\rangle/3+\dots$. Split

$$\frac{4\pi|n|^2}{Q^2}=\frac{4\pi}{Q^2}+\frac{4\pi(|n|^2-1)}{Q^2}.$$

In real space the second part is the difference between the interaction of two spherical densities and that of two point charges. It vanishes at the images if the densities do not overlap, so its full sum has no error. Its value at $Q=0$ is $-4\pi\langle r^2\rangle/3$, and omitting this term adds $+4\pi\langle r^2\rangle/(3V)$.

The first part gives the point-lattice constant

$$\xi_N=\frac1V\sum_{\mathbf Q\ne0}\frac{4\pi}{Q^2}-\int\frac{d^3Q}{(2\pi)^3}\frac{4\pi}{Q^2},$$

with a common smooth cutoff at large $Q$ that is removed at the end. It is the potential at one site due to unit charges at all images and a neutralizing background. Enlarging the supercell by $N$ divides $Q$ by $N$ and multiplies $V$ by $N^3$, so $\xi_N=\xi/N$. Altogether

$$\Delta_{\rm bare}=\frac{\xi}{N}+\frac{4\pi\langle r^2\rangle}{3N^3\Omega}.$$

The kernel limit appears in $\xi$ too. Split the point interaction with any parameter $\eta$, apply the image sum to its short-range part, and use $\operatorname{erf}(\eta r)/r\to2\eta/\sqrt\pi$ at $r=0$:

$$\xi=\sum_{\mathbf R\ne0}\frac{\operatorname{erfc}(\eta R)}R-\frac{\pi}{\eta^2\Omega}+\frac{4\pi}{\Omega}\sum_{\mathbf G\ne0}\frac{e^{-G^2/4\eta^2}}{G^2}-\frac{2\eta}{\sqrt\pi}.$$

The result must not depend on $\eta$, which a wrong constant in the second term would spoil. For the lattice below, $\eta=0.3$ and $0.5$ bohr$^{-1}$ agree within $10^{-9}$ hartree and give $\xi=-11.79$ eV.

**Q.** Show me a case with numbers.

**A.** Take the chlorine 3s band of NaCl, whose orbitals on neighbouring sites overlap little, as the flat-band limit requires. The orbital is that of a free Cl$^-$ ion from Hartree–Fock in the aug-cc-pVTZ basis, placed on an fcc lattice with a rough lattice constant of 0.56 nm. Then $\Omega=0.0439$ nm$^3$, and the root-mean-square radius of the orbital is 0.0918 nm. Its self-exchange is 15.39 eV bare, of which 12.09 eV is short-range and 3.30 eV long-range.

The screened zero-wavevector term at $N=1$ is $1.0469/0.0439=23.8$ eV, and it falls as $1/N^3$. The errors relative to the converged integral of the same kernel, before the Fock weight, are in eV:

| $N$ | bare, $q=0$ omitted | screened, $q=0$ kept | screened, $q=0$ omitted |
|---|---|---|---|
| 1 | −10.63 | 16.51 | −7.33 |
| 2 | −5.75 | 0.514 | −2.47 |
| 3 | −3.89 | 0.0095 | −0.874 |
| 4 | −2.93 | 0.00006 | −0.373 |

Image sums computed separately from real-space two-electron integrals reproduce the third column to the digits shown.

**Q.** At $N=1$ the correct treatment is the worst of the three.

**A.** It is. The nearest images are 0.396 nm away, less than the screening length $1/\omega=0.481$ nm, where $\operatorname{erfc}(0.823)\approx0.24$. Each of the twelve neighbours therefore still repels with about a quarter of the bare strength. A finite kernel does not make a coarse mesh accurate.

The two omitted columns differ at $N=1$ by 3.30 eV, which is the long-range self-exchange. The smallest nonzero wavevector is $2\pi\sqrt3/a=19.4$ nm$^{-1}$, where the long-range kernel carries the factor $e^{-(19.4/4.16)^2}\approx e^{-22}$, with $2\omega=4.16$ nm$^{-1}$. Without its $q=0$ term the mesh misses the long-range part altogether.

**Q.** Can you recover the other entries by hand?

**A.** One hartree bohr is 1.44 eV nm. For the bare kernel at $N=2$,

$$\frac{-11.79}{2}+\frac{4\pi\,(0.0918)^2\,(1.44)}{3\times8\times0.0439}=-5.895+0.145=-5.75\ \text{eV}.$$

For the screened kernel at $N=3$, the twelve nearest images lie at $L=1.188$ nm, where $\omega L=2.47$ and $\operatorname{erfc}(\omega L)\approx4.8\times10^{-4}$. Point charges would give

$$12\times1.44\times\frac{4.8\times10^{-4}}{1.188}\approx0.0070\ \text{eV},$$

which is too small. The orbital's size matters: the factor $1-Q^2\langle r^2\rangle/3$ becomes $1+(\langle r^2\rangle/3)\nabla^2$ in real space. Away from the origin

$$\nabla^2\frac{\operatorname{erfc}(\omega r)}r=\frac{4\omega^3}{\sqrt\pi}e^{-\omega^2r^2},$$

because $\operatorname{erf}(\omega r)/r$ is the potential of the unit Gaussian charge $(\omega^3/\pi^{3/2})e^{-\omega^2r^2}$. This adds about 0.0022 eV. The total of 0.0092 eV is close to the computed 0.0095 eV; higher moments are neglected in the estimate.

**Q.** So bare exchange is hopeless on a mesh?

**A.** No. Its leading error is known and can be subtracted. At $N=4$, $\xi/4=-2.947$ eV, and removing it from the error of −2.929 eV leaves 0.018 eV. In this model the screened kernel needs no such correction once $\operatorname{erfc}(\omega L)/L$ is negligible at the nearest images, provided that its $q=0$ term is kept. A distance larger than $1/\omega$ is not enough: at $N=2$ the nearest images are 0.792 nm away and the error is still 0.51 eV.

With the Fock weight, the screened error at $N=3$ is 0.0024 eV. Since exchange enters the orbital energy with a minus sign, it places the occupied level too low by that amount, in this one-band model with the orbital held fixed. Exchange with the occupied 3p orbitals has a mesh error of opposite sign, which offsets part of this and is not included here.

**Q.** How far is this from real NaCl, or from a hafnia capacitor?

**A.** The lattice constant is typical of NaCl; the free-ion orbital and the flat band are idealizations. The overlap of neighbouring chlorine 3s orbitals is 0.0065, and their bare exchange with all twelve neighbours totals 0.005 eV. The variation of the exchange energy across the band is of first order in the overlap and can be much larger than this; the flat-band model leaves it out. The projection of the orbital on the occupied orbitals of one Na$^+$ ion has a weight of 0.025 per cent. A point-charge crystal field changes the short-range self-exchange by −0.020 eV, about 0.2 per cent, in this basis. That figure is not converged: it falls to −0.016 eV in aug-cc-pVQZ and to −0.011 eV in aug-cc-pV5Z without its h functions. Only its order, 0.01 to 0.02 eV, is established, which is comparable with the mesh error at $N=3$. The numerical output lists −0.014 eV, because its small neutral block of $3\times3\times3$ ions gives the six nearest Na$^+$ ions only half their charge; larger blocks, in which they carry full charge, give −0.020 eV. A lattice constant larger by 1 per cent lowers that mesh error from 0.0095 to 0.0083 eV. Correlation and the semilocal terms of HSE are outside these figures.

In hafnia the valence orbitals are shared between oxygen and hafnium, so the flat-band errors cannot be carried over. The term $\pi/(\omega^2N_k\Omega)$ can, since it needs only normalization. A metallic electrode such as TiN breaks a stronger assumption: the occupation jumps at the Fermi surface. The summand is then discontinuous in $\mathbf k'$, its Fourier transform decays as a power of distance, and the mesh error falls only as a power of $N$ although the kernel is finite. Gaussian-like convergence belongs to the flat-band limit alone. In an insulator with dispersive bands the mesh error also follows the decay of the density matrix, which is exponential at a rate set by the ratio of gap to bandwidth, and on fine meshes it can exceed $\operatorname{erfc}(\omega L)/L$ by many orders of magnitude.

**Q.** Does the finite limit mean that HSE describes dielectric screening?

**A.** No. In a cubic insulator with a finite dielectric constant $\epsilon$, the statically screened interaction behaves as $4\pi/(\epsilon q^2)$ at small $q$ and still diverges. The HSE kernel is finite because the long-range Fock term has been replaced by a semilocal one, with the same $\omega$ for every material. The value $\pi/\omega^2$ is a property of that partition and carries no information about the solid. The full figures are in the numerical output below.

## Table of computed values

```
HSE06 screening parameter omega: 0.1100 1/bohr
HSE06 short-range Fock fraction: 0.2500
Screening length 1/omega: 0.4811 nm
Kernel limit pi/omega^2: 259.6358 hartree bohr^3
Same limit converted: 1.0469 eV nm^3
Limit times Fock fraction: 64.9089 hartree bohr^3
q = 0.00 1/bohr: screened (quadrature) 259.6358, bare divergent hartree bohr^3
q = 0.01 1/bohr: screened (quadrature) 259.3677, bare 125663.7061 hartree bohr^3
q = 0.10 1/bohr: screened (quadrature) 234.5695, bare 1256.6371 hartree bohr^3
q = 0.50 1/bohr: screened (quadrature) 49.9784, bare 50.2655 hartree bohr^3
q = 2.00 1/bohr: screened (quadrature) 3.1416, bare 3.1416 hartree bohr^3
NaCl lattice constant (rough input): 0.56 nm
Primitive cell volume: 0.04390 nm^3
Cl-Cl neighbour distance: 0.3960 nm
Cl 3s root-mean-square radius: 0.0918 nm
Cl 3s self-exchange, bare: 15.3880 eV
Cl 3s self-exchange, long-range: 3.2984 eV
Cl 3s self-exchange, short-range: 12.0896 eV
Lattice potential xi at N = 1: -11.7894 eV
Mesh errors of the self-exchange, before the Fock fraction:
N = 1: screened q=0 term 23.8459 eV
  bare, q=0 omitted: -10.6307 eV
  screened, q=0 kept: 16.51364 eV
  screened, q=0 omitted: -7.3323 eV
  real-space image sum: 16.51364 eV
N = 2: screened q=0 term 2.9807 eV
  bare, q=0 omitted: -5.7498 eV
  screened, q=0 kept: 0.51395 eV
  screened, q=0 omitted: -2.4668 eV
  real-space image sum: 0.51395 eV
N = 3: screened q=0 term 0.8832 eV
  bare, q=0 omitted: -3.8869 eV
  screened, q=0 kept: 0.00946 eV
  screened, q=0 omitted: -0.8737 eV
  real-space image sum: 0.00946 eV
N = 4: screened q=0 term 0.3726 eV
  bare, q=0 omitted: -2.9292 eV
  screened, q=0 kept: 0.00006 eV
  screened, q=0 omitted: -0.3725 eV
  real-space image sum: 0.00006 eV
N = 3 screened error times Fock fraction: 0.00236 eV
Neglected effects:
Cl 3s overlap with one Cl neighbour: 0.00652 (no unit)
Bare exchange with 12 Cl neighbours: 0.00488 eV
Cl 3s weight in one Na+ core: 0.00025 (no unit)
Crystal-field shift of short-range self-exchange: -0.0137 eV
N = 3 screened error, lattice 1% larger: 0.00826 eV
```
